# Absorptive Optical Bistability: State Equation, Threshold and Branch Stability

## Absorptive bistability of molecules in a cavity

A resonant cavity holding 100000 identical molecules is illuminated with 8.01 µW of light at a photon energy of 2 eV. In the model below it can settle into a state that transmits 0.47% of the light or into one that transmits 53.5%. Both states are stable, and the drive, the molecules and the cavity are the same in each. The explanation lies in an absorber that damps the field less effectively as the field grows, placed where the field itself depends on that damping.

### Equations of motion

Let $a$ annihilate a photon in the single cavity mode, and let $\sigma_j$ lower molecule $j$ from its excited to its ground level. The inversion operator $\sigma^z_j$ has eigenvalue $+1$ in the excited level and $-1$ in the ground level. Cavity, molecules and drive share one frequency. In the frame rotating at that frequency, and in the rotating-wave approximation,

$$\frac{H}{\hbar}=g\sum_{j=1}^N(a^\dagger\sigma_j+a\sigma_j^\dagger)+iE(a^\dagger-a),\qquad E>0. \tag{1}$$

Every molecule has the same coupling $g$. Losses enter the master equation through terms $r(L\rho L^\dagger-\tfrac12\{L^\dagger L,\rho\})$, with $(r,L)=(2\kappa,a)$ for the cavity and $(\gamma,\sigma_j)$, $(\gamma_\phi/2,\sigma_j^z)$ for each molecule. Thus $\kappa$ is the decay rate of the field amplitude, $\gamma$ that of the excited population, and $\gamma_\phi$ the pure dephasing rate. The numerical output calls $\gamma$ gamma_par.

The Hamiltonian part of $d\langle O\rangle/dt$ is $i\langle[H/\hbar,O]\rangle$. With $[a^\dagger,a]=-1$, $[\sigma^\dagger,\sigma]=\sigma^z$, $[\sigma,\sigma^z]=2\sigma$ and $[\sigma^\dagger,\sigma^z]=-2\sigma^\dagger$, it gives

- for $a$: $E-ig\sum_j\langle\sigma_j\rangle$;
- for $\sigma_j$: $ig\langle a\sigma^z_j\rangle$;
- for $\sigma^z_j$: $2ig\langle a^\dagger\sigma_j-a\sigma_j^\dagger\rangle$.

A loss term contributes $r\langle L^\dagger OL-\tfrac12\{L^\dagger L,O\}\rangle$. For $a$ this is $\kappa\langle[a^\dagger,a]a\rangle=-\kappa\langle a\rangle$. For $\sigma_j$, decay gives $-\tfrac12\gamma\langle\sigma_j\rangle$, and dephasing gives $-\gamma_\phi\langle\sigma_j\rangle$ because $\sigma^z\sigma\sigma^z=-\sigma$. The coherence therefore decays at $\Gamma=\gamma/2+\gamma_\phi$ (gamma_perp in the output). For $\sigma_j^z$, decay gives $-2\gamma\langle\sigma_j^\dagger\sigma_j\rangle=-\gamma(1+\langle\sigma^z_j\rangle)$.

The mean-field assumption now enters: field–molecule correlations are dropped, so that $\langle a\sigma^z\rangle\to\alpha w$ and $\langle a^\dagger\sigma\rangle\to\alpha^*s$, where $\alpha=\langle a\rangle$, $s=\langle\sigma\rangle$ and $w=\langle\sigma^z\rangle$. Since $\alpha^*s-\alpha s^*=2i\,\mathrm{Im}(\alpha^*s)$, equally prepared molecules obey

$$\begin{aligned}
\dot\alpha&=-\kappa\alpha+E-igNs,\\
\dot s&=-\Gamma s+ig\alpha w,\\
\dot w&=-\gamma(w+1)-4g\,\mathrm{Im}(\alpha^*s).
\end{aligned}\tag{2}$$

### Scaling and the state equation

Define the saturation photon number and the cooperativity,

$$n_s=\frac{\Gamma\gamma}{4g^2},\qquad C=\frac{Ng^2}{2\kappa\Gamma}, \tag{3}$$

and the scaled variables

$$\alpha=\sqrt{n_s}\,x,\quad E=\kappa\sqrt{n_s}\,y,\quad s=-i\frac{g\sqrt{n_s}}{\Gamma}p,\quad w=-d. \tag{4}$$

In the field equation, $-igNs=-(Ng^2/\Gamma)\sqrt{n_s}\,p=-2C\kappa\sqrt{n_s}\,p$. In the coherence equation, division by $-ig\sqrt{n_s}/\Gamma$ turns $ig\alpha w=-ig\sqrt{n_s}\,xd$ into $\Gamma xd$. In the inversion equation, $\mathrm{Im}(\alpha^*s)=-(gn_s/\Gamma)\mathrm{Re}(x^*p)$, and $4g^2n_s/\Gamma=\gamma$. Hence

$$\begin{aligned}
\dot x&=\kappa(y-x-2Cp),\\
\dot p&=\Gamma(xd-p),\\
\dot d&=\gamma[1-d-\mathrm{Re}(x^*p)].
\end{aligned}\tag{5}$$

In a steady state the second line gives $p=xd$. The third then gives $1-d-|x|^2d=0$, so

$$d=\frac1{1+|x|^2},\qquad p=\frac{x}{1+|x|^2}. \tag{6}$$

The first line becomes $y=x[1+2C/(1+|x|^2)]$. The bracket is real and positive and so is $y$; therefore $x$ is real and positive, and

$$\boxed{\,y=x\left(1+\frac{2C}{1+x^2}\right)}. \tag{7}$$

The quantity $2C=(Ng^2/\Gamma)/\kappa$ compares the field damping by unsaturated molecules with the damping by the cavity. For $x\ll1$, (7) reduces to $y\simeq(1+2C)x$, a linear absorber. For $x\gg1$ it gives $y\simeq x+2C/x$, which approaches the empty-cavity line $y=x$.

### Why $C$ must exceed 4

Since $d[x/(1+x^2)]/dx=(1-x^2)/(1+x^2)^2$, the slope is, with $u=x^2$,

$$\frac{dy}{dx}=1-2C\,h(u),\qquad h(u)=\frac{u-1}{(1+u)^2}. \tag{8}$$

The derivative

$$h'(u)=\frac{(1+u)-2(u-1)}{(1+u)^3}=\frac{3-u}{(1+u)^3} \tag{9}$$

is positive below $u=3$ and negative above, so the maximum of $h$ is $h(3)=2/16=1/8$. The least slope is therefore

$$\min_x\frac{dy}{dx}=1-\frac C4. \tag{10}$$

For $C<4$ the slope is positive everywhere. For $C=4$ it vanishes at one point and is positive elsewhere. In both cases $y$ rises strictly from 0 to infinity, and each drive has one steady state.

For $C>4$ the slope vanishes where $(1+u)^2=2C(u-1)$, that is, where $u^2-2(C-1)u+(1+2C)=0$. A quarter of the discriminant is $(C-1)^2-(1+2C)=C^2-4C$, so

$$u_\pm=C-1\pm\sqrt{C(C-4)}. \tag{11}$$

The sum and product of these roots are positive, so both are positive. Thus $y$ rises to a maximum $y_\uparrow$ at $x=\sqrt{u_-}$, falls to a minimum $y_\downarrow$ at $x=\sqrt{u_+}$, and then rises without limit. Three steady states exist precisely for $y_\downarrow<y<y_\uparrow$. The condition $C>4$ makes this window possible; the drive must also lie inside it.

Two limits show how the window opens. At $C=4$ the critical point is $x=\sqrt3$, $y=3\sqrt3\simeq5.196$. From (9), $h''(3)=-1/64$, so nearby $dy/dx\simeq(\delta u)^2/16$. With $\delta u\simeq2\sqrt3\,\delta x$ this is $\tfrac34(\delta x)^2$, and integration gives

$$\delta y\simeq\tfrac14(\delta x)^3. \tag{12}$$

The steady field then responds as the cube root of a small change in drive. For $C\gg4$, (11) gives $u_-\to1$ and $u_+\simeq2C$, so that to leading order $y_\uparrow\simeq C$ and $y_\downarrow\simeq\sqrt{2C}\,(1+1)=\sqrt{8C}$. The window widens because the upper threshold grows faster with $C$ than the lower one.

### Stability of the branches

Three steady states amount to bistability only if two of them are stable. Add small deviations $\xi,\pi,\delta$ to the steady $x,p,d$. Because $x$ and $p$ are real, $\mathrm{Re}(x^*p)$ changes to first order by $p\,\xi_r+x\,\pi_r$. The real parts (subscript $r$) therefore couple to $\delta$, and the imaginary parts separate. For the amplitude sector $(\xi_r,\pi_r,\delta)$ the growth rates $\lambda$ solve

$$\begin{vmatrix}\lambda+\kappa&2C\kappa&0\\-\Gamma d&\lambda+\Gamma&-\Gamma x\\ \gamma p&\gamma x&\lambda+\gamma\end{vmatrix}=0. \tag{13}$$

Expanding along the first row and using $p=xd$ gives

$$(\lambda+\kappa)[(\lambda+\Gamma)(\lambda+\gamma)+\Gamma\gamma x^2]+2C\kappa\Gamma d[\lambda+\gamma(1-x^2)]=0. \tag{14}$$

This is $\lambda^3+a_2\lambda^2+a_1\lambda+a_0=0$ with

$$\begin{aligned}
a_2&=\kappa+\Gamma+\gamma,\\
a_1&=\kappa(\Gamma+\gamma)+\Gamma\gamma(1+x^2)+2C\kappa\Gamma d,\\
a_0&=\kappa\Gamma\gamma[(1+x^2)+2Cd(1-x^2)]\\
&=\kappa\Gamma\gamma(1+x^2)\frac{dy}{dx}.
\end{aligned}\tag{15}$$

The last equality follows from $d=1/(1+x^2)$ and (8). Collecting terms,

$$\begin{aligned}
a_2a_1-a_0={}&\kappa(\Gamma+\gamma)(\kappa+\Gamma+\gamma)+(\Gamma+\gamma)\Gamma\gamma(1+x^2)\\
&+2C\kappa\Gamma d(\kappa+\Gamma+\gamma x^2)>0.
\end{aligned}\tag{16}$$

Now hold $a_1,a_2>0$ fixed and treat $a_0$ as adjustable. At $a_0=0$ one root is zero and the other two, from $\lambda^2+a_2\lambda+a_1=0$, are damped. For small $a_0$ the zero root becomes

$$\lambda\simeq-a_0/a_1. \tag{17}$$

A root can change the sign of its real part only by crossing the imaginary axis. Setting $\lambda=i\omega$ with $\omega\ne0$ requires $\omega^2=a_1$ and $a_2\omega^2=a_0$, hence $a_0=a_2a_1$, which (16) excludes. The only remaining crossing is at $a_0=0$. All three roots are therefore damped for $a_0>0$, and exactly one grows for $a_0<0$. By (15), the sign of $a_0$ is the sign of $dy/dx$.

The phase sector $(\xi_i,\pi_i)$ gives

$$(\lambda+\kappa)(\lambda+\Gamma)+2C\kappa\Gamma d=0, \tag{18}$$

a quadratic with positive coefficients, so it is damped.

Molecules may also deviate from one another. The field responds to the average of their $p_j$, and to first order the averages obey the equations just solved. What remains are deviations whose averages vanish. These leave the field unchanged and are called dark. With $\xi=0$ their rates are $-\Gamma$ for the imaginary part of $p_j$, and the roots of

$$(\lambda+\Gamma)(\lambda+\gamma)+\Gamma\gamma x^2=0 \tag{19}$$

for the rest. These too are damped. The count is complete: $5+3(N-1)=2+3N$ real variables.

Within the single-mode mean-field model, then, a steady state is linearly stable for $dy/dx>0$ and unstable for $dy/dx<0$, whatever the positive decay rates. At a fold one rate is zero, and near it (17) describes critical slowing down. In 300 random parameter sets with three individually treated molecules, 161 steady states were stable and 139 unstable, each as the sign of the slope requires.

The mechanism is plainest in the limit of a slow population, where $\gamma/\kappa$ and $\gamma/\Gamma$ tend to zero at fixed $x$ and $C$. Field and coherence then follow $d$, with $p=xd$ and $x=y/(1+2Cd)$, and

$$\dot d=\gamma[1-d(1+x^2)]. \tag{20}$$

Suppose $d$ drops slightly. The molecules' damping of the field, proportional to $d$, falls; $x$ rises, and the stronger field depletes $d$ further. This feedback competes with relaxation. Using $dx/dd=-2Cx/(1+2Cd)$, the linear rate is

$$\lambda=\gamma\left[-(1+x^2)+\frac{4Cdx^2}{1+2Cd}\right]=-\frac{\gamma(1+x^2)}{1+2Cd}\frac{dy}{dx}. \tag{21}$$

For the last step, put the bracket over $1+2Cd$ and use $d(1+x^2)=1$: the numerator is $-(1+x^2)-2C+4Cdx^2=-(1+x^2)-2C(1-x^2)/(1+x^2)$, which is $-(1+x^2)\,dy/dx$. On the falling branch the feedback wins.

### A cavity with $C=10$

Take round model parameters, with rates in ns$^{-1}$ because atomic units would be unwieldy here: $g=0.02$, $\kappa=2$, $\Gamma=1$, $\gamma=0.2$ and $N=100000$. Then

$$C=\frac{10^5(0.02)^2}{2\cdot2\cdot1}=10,\qquad n_s=\frac{1\cdot0.2}{4(0.02)^2}=125. \tag{22}$$

These values are illustrative, not those of a particular molecule. They describe a very narrow line, $2\hbar\Gamma\simeq1.3$ µeV, in a cavity with $Q=\omega/2\kappa\simeq7.6\times10^5$. With $\hbar\Gamma=25$ meV ($\Gamma\simeq3.8\times10^4$ ns$^{-1}$) and the same $g$, $\kappa$ and $N$, (3) gives $C\simeq2.6\times10^{-4}$, far below threshold. As $C$ is proportional to $N$, the threshold $C=4$ corresponds to 40000 equally coupled molecules. The effect is collective in this sense.

To obtain powers, let the cavity have two equal mirrors and no other loss of its own. Each mirror passes photons at the rate $\kappa|\alpha|^2$. An empty symmetric cavity on resonance has $\alpha=E/\kappa$ and transmits the whole incident photon flux $\Phi$, so $\Phi=E^2/\kappa=\kappa n_sy^2$. With molecules present, the transmitted fraction is $T=(x/y)^2$. The reflected amplitude is the difference between the incident amplitude and the one leaking back, which vanishes for $x=y$; thus $R=(1-x/y)^2$. The remaining flux is

$$\Phi(1-T-R)=2\kappa n_sx(y-x)=\frac{4C\kappa n_sx^2}{1+x^2}=N\gamma\,\frac{1+w}{2}, \tag{23}$$

where (7) was used, then $4C\kappa n_s=N\gamma/2$ and $w=-1/(1+x^2)$. This is the rate at which excited molecules decay, so the energy balance closes.

From (11), $u_\pm=9\pm\sqrt{60}$. The folds lie at $x=1.120$, $y_\uparrow=11.056$ and at $x=4.092$, $y_\downarrow=8.704$, or 9.79 µW and 6.07 µW of incident power. At $y=10$, $\Phi=2\cdot125\cdot100=25000$ ns$^{-1}$, which is the 8.01 µW of the opening. Multiplying (7) by $1+x^2$ gives

$$x^3-10x^2+21x-10=(x-2)(x^2-8x+5)=0, \tag{24}$$

with roots $2$ and $4\pm\sqrt{11}$.

| | lower | middle | upper |
|---|---|---|---|
| $x$ | 0.683 | 2.000 | 7.317 |
| $dy/dx$ | 5.953 | −1.400 | 0.647 |
| excited fraction | 0.159 | 0.400 | 0.491 |
| transmitted | 0.005 | 0.040 | 0.535 |
| reflected | 0.868 | 0.640 | 0.072 |
| absorbed | 0.127 | 0.320 | 0.393 |
| largest Re $\lambda$ (ns$^{-1}$) | −0.118 | 0.230 | −0.600 |

The bleached upper state absorbs more of the incident light than the lower one. In the lower state the strongly absorbing molecules keep the intracavity field small, and most of the light is reflected. In the upper state the total decay rate of the molecules is close to $N\gamma/2$, the upper limit that (23) sets for steady states.

For the middle state, (15) gives $a_2=3.2$, $a_1=10+0.4+1=11.4$ and $a_0=0.4\cdot5\cdot(-1.4)=-2.8$; the positive root of the cubic is 0.230 ns$^{-1}$. The slow-population formula (21) gives $0.2\cdot5\cdot1.4/5=0.28$ ns$^{-1}$, about a fifth too large. It amounts to keeping only the part $\kappa\Gamma(1+2Cd)=10$ ns$^{-2}$ of $a_1$ and dropping the terms in $\lambda^2$ and $\lambda^3$ from the cubic. At fixed $x$ and $C$ the omitted terms become negligible as $\gamma/\kappa$ and $\gamma/\Gamma$ tend to zero; here these ratios are 0.1 and 0.2. The slowest rate of the upper state belongs to dark modes: the roots of (19) are complex there, with real part $-(\Gamma+\gamma)/2=-0.6$ ns$^{-1}$. Among its collective modes the largest real part is $-0.994$ ns$^{-1}$.

Integrating (2) from the middle state, displaced slightly along its growing direction, leads to the upper state for one sign of the displacement and to the lower state for the other. Hysteresis appears when the drive is changed in small steps. On the way up, $x=0.956$ at $0.99\,y_\uparrow$ and $x=8.963$ at $1.01\,y_\uparrow$. On the way down, $x=4.791$ at $1.01\,y_\downarrow$ and $x=0.511$ at $0.99\,y_\downarrow$. The numerical output lists these values to more digits.

### Where the result stops

Equation (7) assumes exact resonance, equal couplings and a single molecular frequency; without these the steady-state relation must be derived again, and the threshold can move a long way. If the molecules are spread uniformly along the standing wave of a two-mirror cavity, averaging the molecular term over $g\cos\theta$ raises the threshold to $C\simeq9.9$, with $C$ defined by the antinode coupling, so the example would be barely bistable. If their frequencies have a Gaussian spread of standard deviation $\sigma$ about the drive, the factor $1/(1+x^2)$ is replaced by the average of $1/(1+\Delta^2/\Gamma^2+x^2)$ over the detuning $\Delta$. The threshold is then $C\simeq6.8$ for $\sigma=\Gamma$, $19$ for $\sigma=3\Gamma$ and about $107$ for $\sigma=10\Gamma$. The stability proof covers one cavity mode and says nothing about perturbations that grow in others. Equations (2) also contain no noise. They determine which states survive small disturbances, but not how long a fluctuating system with finitely many molecules and photons remains in either of them.

## Computed results

```
molecules N = 100000, coupling g = 0.02 1/ns
kappa = 2.0, gamma_perp = 1.0, gamma_par = 0.2 1/ns
pure dephasing rate = 0.900 1/ns
collective coupling g*sqrt(N) = 6.3246 1/ns
cooperativity C = 10.0000 (dimensionless)
saturation photon number n_s = 125.000
molecule number at C = 4: 40000
numerical threshold C = 4.00000
critical point at C = 4: x = 1.73205, y = 5.19615
photon energy = 2.0 eV
up-switch fold: x = 1.11984, y = 11.05613
up-switch incident power = 9.7923 microwatt
down-switch fold: x = 4.09218, y = 8.70414
down-switch incident power = 6.0692 microwatt
random spectra: 161 stable, 139 unstable
chosen drive y = 10.0, incident power = 8.0109 microwatt
lower: x = 0.683375, dy/dx = 5.95330
  photons = 58.375, excited fraction = 0.15917
  transmission = 0.00467, reflection = 0.86799, absorption = 0.12734
  largest Re(lambda), collective = -0.11804 1/ns
  largest Re(lambda), with dark modes = -0.11804 1/ns
middle: x = 2.000000, dy/dx = -1.40000
  photons = 500.000, excited fraction = 0.40000
  transmission = 0.04000, reflection = 0.64000, absorption = 0.32000
  largest Re(lambda), collective = 0.22974 1/ns
  largest Re(lambda), with dark modes = 0.22974 1/ns
upper: x = 7.316625, dy/dx = 0.64670
  photons = 6691.625, excited fraction = 0.49083
  transmission = 0.53533, reflection = 0.07201, absorption = 0.39266
  largest Re(lambda), collective = -0.99352 1/ns
  largest Re(lambda), with dark modes = -0.60000 1/ns
growth rate measured from trajectory = 0.22977 1/ns
middle state pushed up ends at x = 7.316625
middle state pushed down ends at x = 0.683375
raising drive: x = 0.95578 at 0.99 y_up, 8.96264 at 1.01 y_up
lowering drive: x = 4.79085 at 1.01 y_down, 0.51121 at 0.99 y_down
```
